# Spin-polarized exchange from an unpolarized GGA or meta-GGA routine, part 1

(Sections cited here and not found follow in the later parts.)

## The decision

A code has a tested routine that returns the exchange energy per volume, and its partial derivatives, for a closed-shell density. An open-shell calculation is now wanted: a triplet state, a radical, a magnetic solid. The implementer must decide whether to derive, write and test a second routine in the seven variables $n_\uparrow, n_\downarrow, \sigma_{\uparrow\uparrow}, \sigma_{\uparrow\downarrow}, \sigma_{\downarrow\downarrow}, \tau_\uparrow, \tau_\downarrow$, or to call the existing three-variable routine twice. For exchange with collinear spins the second course is correct, because

$$E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x^0[2n_\uparrow]+\tfrac12E_x^0[2n_\downarrow].$$

For correlation it is wrong, and a separate polarized routine cannot be avoided. What makes the wrapper easy to get wrong is that the three inputs and the nine first and second derivatives do not all carry the same power of two, and that some of the possible errors change the total exchange energy by less than one percent. A GGA depends on the density and its gradient only; the kinetic energy density $\tau$ enters at the meta-GGA level. Both are treated together, the GGA being the case in which all $\tau$ derivatives vanish.

## Conventions

SI units are used throughout. The Coulomb constant is $k_e=e^2/4\pi\varepsilon_0=2.307078\times10^{-28}$ J m, and $\hbar^2/m=1.220853\times10^{-38}$ J m$^2$ with $m$ the electron mass. The Bohr radius is $a_0=(\hbar^2/m)/k_e=5.291772\times10^{-11}$ m and $k_e/a_0=4.359745\times10^{-18}$ J is the hartree.

Spins are collinear: every Kohn–Sham orbital is a spatial function $\psi_{is}(\mathbf r)$ times a pure spin function $s=\uparrow$ or $\downarrow$ along one fixed axis. Orbitals are real and occupied once or not at all. With $i$ running over the $N_s$ occupied orbitals of spin $s$,

$$\gamma_s(\mathbf r,\mathbf r')=\sum_i\psi_{is}(\mathbf r)\psi_{is}(\mathbf r'),\qquad n_s(\mathbf r)=\gamma_s(\mathbf r,\mathbf r),$$

$$\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'},\qquad \tau_s=\frac{\hbar^2}{2m}\sum_i|\nabla\psi_{is}|^2 .$$

The units are m$^{-3}$, m$^{-8}$ and J/m$^3$. The totals are $n=n_\uparrow+n_\downarrow$, $\tau=\tau_\uparrow+\tau_\downarrow$, and, by expanding the square of $\nabla n_\uparrow+\nabla n_\downarrow$, $\sigma=|\nabla n|^2=\sigma_{\uparrow\uparrow}+2\sigma_{\uparrow\downarrow}+\sigma_{\downarrow\downarrow}$. The unpolarized functional is defined as the polarized one with equal halves, $E_x^0[n]\equiv E_x[n/2,n/2]$. The unpolarized routine returns $e^0(n,\sigma,\tau)$, an energy per volume with $E_x^0=\int e^0\,d^3r$, and its partial derivatives $e^0_n$, $e^0_\sigma$, $e^0_\tau$, $e^0_{nn}$ and so on.

## The exact relation

### Exchange does not couple opposite spins

Let $x=(\mathbf r,s)$, and let $\chi_a(x)$ be the $N$ orthonormal spin-orbitals of the Kohn–Sham determinant $\Phi$. The pair density is $N(N-1)|\Phi|^2$ integrated over the coordinates of electrons $3$ to $N$. When both determinants in $|\Phi|^2$ are expanded into products, orthonormality removes every term in which the two products place different orbitals on any of the electrons $3$ to $N$. Electrons 1 and 2 then hold the same pair $a,b$ in both products, either in the same order (sign $+$) or swapped (sign $-$), and

$$P(x,x')=\sum_{a,b}\left[\chi_a(x)^2\chi_b(x')^2-\chi_a(x)\chi_b(x)\chi_a(x')\chi_b(x')\right].$$

The terms with $a=b$ cancel between the two parts, so they may be kept in both. The interaction energy is $\frac{k_e}{2}\sum_{s,s'}\iint P/|\mathbf r-\mathbf r'|$. The first part gives the Hartree energy of the total density, $U[n]=\frac{k_e}{2}\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$. The second part is the exchange energy. In it the product $\chi_a(x)\chi_b(x)$ has both orbitals at the same spin coordinate, and the Coulomb interaction does not depend on spin, so the sum over $s$ gives one if $a$ and $b$ have the same spin and zero otherwise. What remains is

$$E_x=-\frac{k_e}{2}\sum_s\sum_{i,j}\iint\frac{\psi_{is}(\mathbf r)\psi_{js}(\mathbf r)\psi_{is}(\mathbf r')\psi_{js}(\mathbf r')}{|\mathbf r-\mathbf r'|}=-\frac{k_e}{2}\sum_s\iint\frac{\gamma_s(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The second form follows because the double sum over $i,j$ factorizes into the square of $\gamma_s$.

### Each channel depends on its own density only

The orbitals, regarded as functionals of the spin densities, are those that minimize the noninteracting kinetic energy $T_s=\int\tau_\uparrow+\int\tau_\downarrow$ over all collinear determinants with the given $n_\uparrow$ and $n_\downarrow$. The quantity minimized is a sum of one term containing only up orbitals and one containing only down orbitals. The constraints separate as well: $\sum_i\psi_{i\uparrow}^2=n_\uparrow$ and the orthonormality of the up orbitals involve no down orbital, and orthogonality between an up and a down spin-orbital is supplied by the spin functions and restricts nothing. The minimum of such a sum is the sum of two independent minima. Assuming that the minimizer in each channel is unique, $\gamma_s$ is a functional of $n_s$ alone, and it is the same functional for both spins because neither $\tau_s$ nor the constraints refer to the label. Hence

$$E_x[n_\uparrow,n_\downarrow]=G[n_\uparrow]+G[n_\downarrow].$$

If the minimizer is degenerate the statement still holds provided that the same choice is made wherever a given $n_s$ appears.

Setting both arguments equal to $n_s$ gives $E_x[n_s,n_s]=2G[n_s]$. The left side is by definition $E_x^0[2n_s]$. So $G[n_s]=\tfrac12E_x^0[2n_s]$, and inserting this for each spin gives the relation stated at the start. The same argument applied to $T_s$ gives $T_s[n_\uparrow,n_\downarrow]=\tfrac12T_s^0[2n_\uparrow]+\tfrac12T_s^0[2n_\downarrow]$.

Physically, $E_x^0[2n_s]$ is the exchange energy of a fictitious closed-shell system of $2N_s$ electrons in which every spin-$s$ orbital is occupied twice. That system contains two copies of the channel that do not exchange with each other, and the factor $\tfrac12$ removes one copy.

### The potential

The exchange potential of spin $s$ is $v_{xs}(\mathbf r)=\delta E_x/\delta n_s(\mathbf r)$. A change $\delta n_s$ changes the argument of $E_x^0$ by $2\,\delta n_s$, so $\delta E_x=\tfrac12\int v_x^0[2n_s]\,2\,\delta n_s\,d^3r$, where $v_x^0[n]=\delta E_x^0/\delta n$. The two factors cancel:

$$v_{xs}(\mathbf r)=v_x^0[2n_s](\mathbf r).$$

The energy carries a factor $\tfrac12$ and the potential carries none.

### Two limits

For one electron, $n_\uparrow=\psi^2$ and $n_\downarrow=0$. The fictitious system is a two-electron closed shell with density $\tilde n=2\psi^2$ and $\gamma_s=\psi(\mathbf r)\psi(\mathbf r')$ in both channels, so $E_x^0[\tilde n]=-k_e\iint\psi^2\psi'^2/|\mathbf r-\mathbf r'|=-\tfrac12U[\tilde n]$. Since $U$ is quadratic, $\tfrac12E_x^0[2n_\uparrow]=-\tfrac14U[2n_\uparrow]=-U[n_\uparrow]$: exchange cancels the Hartree self-interaction, as it must.

For a uniform gas, the plane waves of spin $s$ fill a sphere of radius $k_s$ once, so $n_s=\frac{4\pi}{3}k_s^3/(2\pi)^3=k_s^3/6\pi^2$. Plane waves are complex, and $\gamma_s^2$ is to be read as $|\gamma_s|^2$, but the sum over the full sphere is real:

$$\gamma_s(r)=\int_{k<k_s}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf r}=\frac{1}{2\pi^2 r}\int_0^{k_s}k\sin kr\,dk=\frac{\sin k_sr-k_sr\cos k_sr}{2\pi^2r^3}=3n_s\frac{j_1(k_sr)}{k_sr},$$

where $j_1(x)=(\sin x-x\cos x)/x^2$ and $k_s^3/2\pi^2=3n_s$ was used. The energy per volume of the channel, with $x=k_sr$, is

$$e_{xs}=-\frac{k_e}{2}\int_0^\infty 9n_s^2\frac{j_1^2}{k_s^2r^2}\,\frac{4\pi r^2}{r}\,dr=-\frac{18\pi k_e n_s^2}{k_s^2}\int_0^\infty\frac{j_1(x)^2}{x}dx .$$

The integral is evaluated by quadrature in the numerical check below and equals $0.2500000$. With the value $\tfrac14$ and one factor $n_s$ replaced by $k_s^3/6\pi^2$, $e_{xs}=-\frac{9\pi}{2}k_e n_s k_s/6\pi^2=-\frac{3}{4\pi}k_ek_sn_s$. For the unpolarized gas $n_s=n/2$ and $k_s=(3\pi^2n)^{1/3}$, and the two channels add to

$$e^{\rm LDA}(n)=-C_xk_en^{4/3},\qquad C_x=\frac{3}{4\pi}(3\pi^2)^{1/3}=\frac34\left(\frac3\pi\right)^{1/3}.$$

Spin scaling predicts $\tfrac12e^{\rm LDA}(2n_s)=-2^{1/3}C_xk_en_s^{4/3}$ for one channel. The direct result is $-\frac{3}{4\pi}(6\pi^2)^{1/3}k_en_s^{4/3}$, and $(6\pi^2)^{1/3}=2^{1/3}(3\pi^2)^{1/3}$, so the two agree. The kinetic energy density of the channel is $\tau_s=\frac{\hbar^2}{2m}\frac{4\pi}{(2\pi)^3}\frac{k_s^5}{5}=\frac{3}{10}\frac{\hbar^2}{m}k_s^2n_s$, which for the unpolarized gas sums to $\tau^{\rm unif}(n)=\frac{3}{10}\frac{\hbar^2}{m}(3\pi^2)^{2/3}n^{5/3}$.

## The doubled arguments

In the fictitious closed shell both channels hold the orbitals $\psi_{is}$. Its total density, gradient invariant and kinetic energy density, marked with a tilde, are

$$\tilde n=n_s+n_s=2n_s,\qquad \tilde\sigma=|\nabla(2n_s)|^2=4\sigma_{ss},\qquad \tilde\tau=\tau_s+\tau_s=2\tau_s .$$

The rule behind these factors is that the one-particle density matrix is doubled, so a quantity of degree $d$ in the density matrix is multiplied by $2^d$. The density and $\tau$ are linear and $\sigma$ is quadratic. A routine that takes $|\nabla n|$ in place of $\sigma$, or that also takes $\nabla^2n$, receives $2|\nabla n_s|$ and $2\nabla^2n_s$. A code that defines $\tau$ without the $\tfrac12$, or without $\hbar^2/m$, still has the factor 2, provided that the wrapper and the routine share the definition.

For an approximate semilocal functional the relation cannot be proved; it is imposed, and it defines the polarized form:

$$e_x=\sum_se_s,\qquad e_s(n_s,\sigma_{ss},\tau_s)=\tfrac12\,e^0(2n_s,\,4\sigma_{ss},\,2\tau_s).$$

The invariant $\sigma_{\uparrow\downarrow}$ does not appear. If the routine returns the energy per particle $\epsilon^0=e^0/n$, then $e^0=2n_s\epsilon^0$ at the doubled arguments and $e_s=n_s\,\epsilon^0(2n_s,4\sigma_{ss},2\tau_s)$. The $\tfrac12$ has then cancelled against the doubled density, and it must not be applied a second time.

## The unpolarized routines used here

The routines have the form $e^0=e^{\rm LDA}(n)\,F(p,\alpha)$ with the dimensionless variables

$$p=\frac{\sigma}{4(3\pi^2)^{2/3}n^{8/3}},\qquad \alpha=\frac{\tau-\tau^W}{\tau^{\rm unif}},\qquad \tau^W=\frac{\hbar^2\sigma}{8mn}.$$

Dividing $\tau^W$ by $\tau^{\rm unif}$ gives $\sigma/[\tfrac{12}{5}(3\pi^2)^{2/3}n^{8/3}]$, so $\tau^W/\tau^{\rm unif}=\tfrac53p$. The GGA is PBE exchange,

$$F=1+\kappa-\frac{\kappa}{1+\mu p/\kappa},\qquad F_p=\frac{\mu}{(1+\mu p/\kappa)^2},\qquad \kappa=0.804,\quad\mu=0.2195150 .$$

The meta-GGA is MS0 exchange, which interpolates in $\alpha$ between two GGA forms:

$$F=F_1+f(\alpha)(F_0-F_1),\qquad f=\frac{(1-\alpha^2)^3}{1+\alpha^3+\alpha^6},$$

$$F_1=1+\kappa-\frac{\kappa^2}{\kappa+\frac{10}{81}p},\qquad F_0=1+\kappa-\frac{\kappa^2}{\kappa+\frac{10}{81}p+c},\qquad \kappa=0.29,\quad c=0.28771 .$$

At $\alpha=1$ and $p=0$, $f=0$ and $F_1=1$, which recovers the uniform gas. At $\alpha=0$, $f=1$ and $F=F_0$.

The first derivatives of $e^0$ follow from the partial derivatives of the variables. From the powers in $p$: $\partial p/\partial n=-8p/3n$ and $\partial p/\partial\sigma=1/[4(3\pi^2)^{2/3}n^{8/3}]$. For $\alpha$: $\partial\alpha/\partial\tau=1/\tau^{\rm unif}$, $\partial\alpha/\partial\sigma=-\hbar^2/(8mn\tau^{\rm unif})$, and, because $\tau^W\propto n^{-1}$ and $\tau^{\rm unif}\propto n^{5/3}$, $\partial\alpha/\partial n=\tau^W/(n\tau^{\rm unif})-5\alpha/3n=5(p-\alpha)/3n$. With $\partial e^{\rm LDA}/\partial n=4e^{\rm LDA}/3n$,

$$e^0_n=\frac{e^{\rm LDA}}{n}\left[\frac43F-\frac83pF_p+\frac53(p-\alpha)F_\alpha\right],$$

$$e^0_\sigma=e^{\rm LDA}\left[F_p\frac{\partial p}{\partial\sigma}-\frac{\hbar^2F_\alpha}{8mn\tau^{\rm unif}}\right],\qquad e^0_\tau=\frac{e^{\rm LDA}F_\alpha}{\tau^{\rm unif}} .$$

The derivative $e^0_n$ is in J, $e^0_\sigma$ in J m$^5$, and $e^0_\tau$ is dimensionless. The wrapper never looks inside these formulas.

At the doubled arguments the variables take per-spin forms. In $p$ the numerator gains $4=2^2$ and the denominator $2^{8/3}$, a net $2^{-2/3}$, which is absorbed by replacing $3\pi^2$ with $6\pi^2$. In $\alpha$, $\tilde\tau^W=\hbar^2\,4\sigma_{ss}/(8m\,2n_s)=2\tau^W_s$, so the numerator is $2(\tau_s-\tau_s^W)$, and the denominator gains $2^{5/3}$, again a net $2^{-2/3}$:

$$p_s=\frac{\sigma_{ss}}{4(6\pi^2)^{2/3}n_s^{8/3}},\qquad \alpha_s=\frac{\tau_s-\hbar^2\sigma_{ss}/8mn_s}{\frac{3}{10}\frac{\hbar^2}{m}(6\pi^2)^{2/3}n_s^{5/3}} .$$

The denominator of $\alpha_s$ is the kinetic energy density of the singly filled Fermi sphere found above, so $\alpha_s=1$ in a polarized gas. For a channel with one real orbital, $\nabla n_s=2\psi\nabla\psi$ gives $\hbar^2\sigma_{ss}/8mn_s=\frac{\hbar^2}{2m}|\nabla\psi|^2=\tau_s$, so $\alpha_s=0$. For several orbitals, the Cauchy–Schwarz inequality applied to each Cartesian component of $\nabla n_s=2\sum_i\psi_i\nabla\psi_i$ gives $\sigma_{ss}\le4n_s\sum_i|\nabla\psi_i|^2$, that is $\alpha_s\ge0$. The factors $(2,4,2)$ preserve all three properties. With a factor $c_3$ on $\tau_s$ in place of 2, the numerator of $\alpha$ at the doubled density becomes $c_3\tau_s-2\tau^W_s$. Any $c_3\neq2$ therefore spoils $\alpha_s=1$ for the gas and $\alpha_s=0$ for one orbital, and $c_3<2$ also makes $\alpha_s$ negative in single-orbital regions.

Some functionals are written per spin from the start. B88 exchange is

$$e_x=-k_e\sum_sn_s^{4/3}\left[\frac32\left(\frac{3}{4\pi}\right)^{1/3}+\frac{\beta x_s^2}{1+6\beta x_s\,\mathrm{arsinh}\,x_s}\right],\qquad x_s=\frac{|\nabla n_s|}{n_s^{4/3}},\quad\beta=0.0042 .$$

A sum of one function of each channel satisfies the relation automatically. The local constant agrees with the scaled LDA, since $\frac32(3/4\pi)^{1/3}=\frac34(8\cdot3/4\pi)^{1/3}=\frac34(6/\pi)^{1/3}=2^{1/3}C_x$, and $x_s^2=4(6\pi^2)^{2/3}p_s$.

The polarized exchange energy has now been reduced to two calls of the unpolarized routine at the doubled arguments $(2n_s,4\sigma_{ss},2\tau_s)$. What remains is to find the factors on the derivatives, build the potential and its matrix, and examine the implementation, the limits of the scheme and worked examples.
